\section*{Ambipolar Transport and the Drift of a Haynes-Shockley Pulse, part 2}

A pulse of excess electrons and holes drifts and spreads in a uniform semiconductor under an electric field. The motion is one-dimensional. The densities are $n=n_0+\delta n$ and $p=p_0+\delta p$, with uniform equilibrium values $n_0,p_0$. The elementary charge $q$ is positive, and the field $E$ and current density $J$ are positive along $+x$. The mobilities $\mu_n,\mu_p$ and diffusivities $D_n,D_p$ are positive constants, $\varepsilon$ is the permittivity, and $R$ is the net recombination rate of both carriers. Carrier balance and Poisson's equation give
\begin{align}
\partial_t\delta n&=\mu_n n\,\partial_xE+\mu_nE\,\partial_x\delta n
+D_n\partial_x^2\delta n-R, \label{electron}\\
\partial_t\delta p&=-\mu_p p\,\partial_xE-\mu_pE\,\partial_x\delta p
+D_p\partial_x^2\delta p-R. \label{hole}
\end{align}
\begin{equation}
\varepsilon\,\partial_xE=q(\delta p-\delta n).
\label{poisson}
\end{equation}

For a nearly neutral pulse, $\delta n\simeq\delta p\simeq\delta$. With $S=\mu_nn+\mu_pp$, eliminating $\partial_xE$ gives
\begin{equation}
\partial_t\delta=-\mu_aE\,\partial_x\delta+D_a\partial_x^2\delta-R,
\label{ambipolar}
\end{equation}
\begin{equation}
\mu_a=\frac{\mu_n\mu_p(n-p)}{S},\qquad
D_a=\frac{\mu_nnD_p+\mu_ppD_n}{S}.
\label{coefficients}
\end{equation}
Positive $\mu_a$ means drift along $+E$. When the field changes slowly, $J$ is uniform and
\begin{equation}
E=\frac{J/q-(D_n-D_p)\partial_x\delta}{S}.
\label{field}
\end{equation}
With hole flux $F_p$ and $f=\mu_pp/S$, an equivalent form of the ambipolar equation is
\begin{equation}
F_p=f\frac Jq-D_a\partial_x\delta,\qquad
\partial_t\delta=-\partial_xF_p-R.
\label{conservative}
\end{equation}
Far from the pulse, $E=E_0$, $S=S_0$ and $J/q=S_0E_0$. The dielectric relaxation time is $\tau_d=\varepsilon/(qS_0)$.

Weak injection means $\delta$ much smaller than the majority density; the pulse then takes the minority carrier's drift and diffusion in extrinsic material. In p-type material with $s=n/p\ll1$,
\begin{equation}
\mu_a=-\mu_n\frac{1-s}{1+s\mu_n/\mu_p}
\simeq-\mu_n\left[1-s\left(1+\frac{\mu_n}{\mu_p}\right)\right],
\label{ptype}
\end{equation}

The simulations solve both carrier equations with Poisson's equation. They use $\mu_n=3000$ and $\mu_p=1000\ \mathrm{cm^2/(V\,s)}$, $D_n=77.556$ and $D_p=25.852\ \mathrm{cm^2/s}$, $E_0=10$ V/cm, $T=300$ K and relative permittivity $12$. Unless stated otherwise, the majority density is $10^{14}\ \mathrm{cm^{-3}}$, and the minority density in the n-type and p-type samples is $10^{10}\ \mathrm{cm^{-3}}$.

\subsection{Fast relaxation, slow drift and loss of neutrality}

A linear analysis without the assumption $\delta n=\delta p$ separates charge relaxation from pulse motion. Omit recombination and consider small disturbances proportional to $e^{ikx+\lambda t}$. Define
\begin{align}
\lambda_n&=ik\mu_nE_0-D_nk^2, &
a&=q\mu_nn_0/\varepsilon,\nonumber\\
\lambda_p&=-ik\mu_pE_0-D_pk^2, &
b&=q\mu_pp_0/\varepsilon.
\label{rates}
\end{align}
Here $\lambda_n$ and $\lambda_p$ describe carriers that do not influence each other, and $a+b=1/\tau_d$. Replacing $\partial_xE$ in (\ref{electron}) and (\ref{hole}) by means of (\ref{poisson}) gives
\begin{align}
(\lambda-\lambda_n)\delta n&=a(\delta p-\delta n),\nonumber\\
(\lambda-\lambda_p)\delta p&=-b(\delta p-\delta n).
\label{modes}
\end{align}
Moving all terms to the left gives a homogeneous pair. It has a nonzero solution if
\[
(\lambda-\lambda_n+a)(\lambda-\lambda_p+b)-ab=0,
\]
or, after multiplying out,
\begin{equation}
(\lambda-\lambda_n)(\lambda-\lambda_p)
+b(\lambda-\lambda_n)+a(\lambda-\lambda_p)=0.
\label{dispersion}
\end{equation}

Suppose that $a+b$ is much larger than $|\lambda_n|$ and $|\lambda_p|$. One root is then large: balancing $\lambda^2$ against $(a+b)\lambda$ gives $\lambda\simeq-1/\tau_d$, the decay of the charge imbalance. For the other root the first product is small, and
\begin{align}
\lambda_s&=\frac{a\lambda_p+b\lambda_n}{a+b}
=\frac{\mu_nn_0\lambda_p+\mu_pp_0\lambda_n}{S_0}\nonumber\\
&=-ik\mu_aE_0-D_ak^2.
\label{slow}
\end{align}
This is the ambipolar motion, with $\mu_a$ and $D_a$ taken at the background densities. Putting $\lambda_s$ into the neglected product gives the first correction, $-\tau_d(\lambda_s-\lambda_n)(\lambda_s-\lambda_p)$, which is proportional to $\tau_d$.

The program tests this in the mixed sample with $p_0=n_0/2$ and $k=50\ \mathrm{cm^{-1}}$. The error of (\ref{slow}), relative to the magnitude of the predicted rate, is $4.05\times10^{-5}$ at $n_0=10^{14}\ \mathrm{cm^{-3}}$. It rises to $4.05\times10^{-4}$ when both densities are reduced tenfold, as a correction linear in $\tau_d$ requires.

If $a$ and $b$ are instead small compared with $|\lambda_n-\lambda_p|$, the roots of (\ref{dispersion}) approach $\lambda_n$ and $\lambda_p$. Each carrier then moves on its own. At $n_0=10^7\ \mathrm{cm^{-3}}$ the two computed modes have mobilities $-3000.0$ and $1000.0\ \mathrm{cm^2/(V\,s)}$. An initially neutral disturbance separates, and one ambipolar equation cannot describe it.

The limit $p_0\to0$ shows what neutrality adds in n-type material. With $b=0$, equation (\ref{dispersion}) factors into
\begin{equation}
(\lambda-\lambda_p)(\lambda-\lambda_n+a)=0.
\label{factor}
\end{equation}
In this linear model the hole packet has the rate $\lambda_p$ for any value of $a$. The first line of (\ref{modes}) gives its electron companion,
\begin{equation}
\delta n=\frac{a}{a+\lambda_p-\lambda_n}\,\delta p.
\label{companion}
\end{equation}
The electrons match the holes if $a\gg|\lambda_p-\lambda_n|$. Fast screening is thus the condition for the pulse to be neutral.

\subsection{Drift, spreading and decay}

In the Haynes-Shockley experiment a short pulse of minority carriers is injected into a bar that carries a steady current, and a collector further along records the pulse as it passes. Majority carriers neutralize the injected charge within a few $\tau_d$. Take weak injection, so that $v=\mu_aE_0$ and $D=D_a$ are constants, and let $R=\delta/\tau$ with a constant lifetime $\tau$. The ambipolar equation becomes
\begin{equation}
\partial_t\delta=-v\,\partial_x\delta+D\,\partial_x^2\delta-\delta/\tau.
\label{linear}
\end{equation}
Write $\delta=e^{-t/\tau}u(\xi,t)$ with $\xi=x-vt$. The time derivative at fixed $x$ is
\[
\partial_t\delta=e^{-t/\tau}(\partial_tu-v\,\partial_\xi u-u/\tau).
\]
The drift and decay terms cancel those in (\ref{linear}), leaving $\partial_tu=D\,\partial_\xi^2u$.

Let $P$ electron-hole pairs per unit area start in a thin sheet at $x=0$. The Fourier transform of $u$ starts at $P$ and decays as $e^{-Dk^2t}$, so
\begin{equation}
u=\frac{P}{2\pi}\int_{-\infty}^{\infty}e^{ik\xi-Dk^2t}\,dk .
\label{fourier}
\end{equation}
The exponent equals $-Dt[k-i\xi/(2Dt)]^2-\xi^2/(4Dt)$. The remaining Gaussian integral is $\sqrt{\pi/(Dt)}$, and
\begin{equation}
\delta(x,t)=\frac{P}{\sqrt{4\pi Dt}}
\exp\left[-\frac{(x-vt)^2}{4Dt}-\frac{t}{\tau}\right].
\label{gaussian}
\end{equation}

The drift and spreading do not depend on a thin initial sheet. For any localized pulse let $M_j=\int x^j\delta\,dx$. Multiply (\ref{linear}) by $1$, $x$ and $x^2$ and integrate by parts; the boundary terms vanish. Then
\begin{align}
\dot M_0&=-M_0/\tau,\qquad
\dot M_1=vM_0-M_1/\tau,\nonumber\\
\dot M_2&=2vM_1+2DM_0-M_2/\tau.
\label{moments}
\end{align}
Let $m=M_1/M_0$ be the centroid. In the derivatives of $M_1/M_0$ and $M_2/M_0$ the decay terms cancel, giving
\begin{equation}
\dot m=v,\qquad
\frac{d}{dt}\left(\frac{M_2}{M_0}-m^2\right)
=2vm+2D-2mv=2D.
\label{centroid}
\end{equation}
The centroid measures the mobility and the variance measures the diffusivity. Uniform recombination reduces the number of carriers without affecting either.

In the n-type example $n_0=10^{14}$ and $p_0=10^{10}\ \mathrm{cm^{-3}}$, so $\mu_a=999.87\ \mathrm{cm^2/(V\,s)}$ and $D_a=25.854\ \mathrm{cm^2/s}$. The simulation gives $999.52$ and $25.857$; the latter becomes $25.856$ under mesh refinement. From an initial width of $0.020$ cm, (\ref{centroid}) predicts after $50\ \mu$s
\[
\sqrt{(0.020)^2+2(25.854)(50\times10^{-6})}\ \mathrm{cm}=0.0546\ \mathrm{cm},
\]
in agreement with the computed width. The lifetime is also $50\ \mu$s, and the surviving fraction is $0.3679=e^{-1}$ to four digits. In the p-type sample the simulated mobility is $-2994.65\ \mathrm{cm^2/(V\,s)}$: the pulse moves against the field, as its minority electrons do.

\subsection{The time of the collector maximum}

A collector at $x=d$ records a signal in time, not a profile in space. Assume that the signal is proportional to $\delta(d,t)$ and that the collector does not disturb the pulse. From (\ref{gaussian}), apart from a constant,
\begin{equation}
\ln\delta(d,t)=-\frac12\ln t-\frac{d^2}{4Dt}
-\frac{v^2t}{4D}-\frac t\tau,
\label{signal}
\end{equation}
where the square was expanded and its constant term $vd/(2D)$ omitted. Set the time derivative to zero and multiply by $-4Dt^2$:
\begin{equation}
Ct^2+2Dt-d^2=0,\qquad C=v^2+\frac{4D}{\tau}.
\label{quadratic}
\end{equation}
The positive root is
\begin{equation}
t_m=\frac{-D+\sqrt{D^2+Cd^2}}{C}.
\label{tmax}
\end{equation}
The signal rises before this time and falls after it, so the root is a maximum. At the drift time $t_0=d/v$, with $d$ and $v$ of the same sign, the left side of (\ref{quadratic}) equals $4Dt_0^2/\tau+2Dt_0>0$. Hence $t_m<t_0$. Spreading and recombination lower the signal as time passes, which makes its maximum come earlier.

For $d=0.50$ cm and $v=9998.7$ cm/s, the drift time is $50.007\ \mu$s. Equation (\ref{quadratic}) gives $C=1.0204\times10^8\ \mathrm{cm^2/s^2}$, and (\ref{tmax}) gives $t_m=49.245\ \mu$s. Using the peak time as if it were the drift time yields
\begin{equation}
\frac{d}{E_0t_m}=\frac{0.50}{10\times49.245\times10^{-6}}
=1015.3\ \mathrm{cm^2/(V\,s)},
\label{raw}
\end{equation}
which is $1.55\%$ above $\mu_a$.

The two causes can be separated when drift dominates. For $D\ll|vd|$ and $D\ll v^2\tau$, (\ref{tmax}) becomes $t_m\simeq d/\sqrt C-D/C$ for positive $d$ and $v$. Expanding $C$ to first order in $D$ gives
\begin{equation}
\frac{t_m}{t_0}\simeq1-\frac{D}{vd}-\frac{2D}{v^2\tau}.
\label{shift}
\end{equation}
To this order spreading contributes $0.52\%$ and recombination $1.03\%$; the full shift of the peak time from (\ref{tmax}) is $1.52\%$. A longer path reduces the first correction but not the second.

\subsection{Strong injection}

When $\delta$ is comparable to the majority density, $\mu_a$ varies across the pulse and the local field differs from $E_0$. The flux form (\ref{conservative}) handles both effects. Subtract the background share $f_0=\mu_pp_0/S_0$, whose gradient is zero:
\begin{equation}
f-f_0=\frac{\mu_p(pS_0-p_0S)}{SS_0}
=\frac{\mu_n\mu_p(pn_0-p_0n)}{SS_0}.
\label{share}
\end{equation}
Since $pn_0-p_0n=(n_0-p_0)\delta$ and $n-p=n_0-p_0$, this equals $\mu_a\delta/S_0$. Multiplication by $J/q=S_0E_0$ gives a drift flux $\mu_a(\delta)E_0\delta$. For $R=\delta/\tau$,
\begin{equation}
\partial_t\delta=-\partial_x\left[\mu_a(\delta)E_0\delta
-D_a(\delta)\partial_x\delta\right]-\delta/\tau.
\label{strong}
\end{equation}
Multiply by $x$ and integrate. The diffusion flux is the derivative of a function of $\delta$, so its integral over a localized pulse vanishes. The decay again cancels in the centroid, leaving
\begin{equation}
\dot m=E_0\,\frac{\int\mu_a(\delta)\,\delta\,dx}{\int\delta\,dx}.
\label{weighted}
\end{equation}
At fixed current the pulse velocity is $E_0$ times the mean of $\mu_a$, weighted by the excess density.

With an initial peak equal to the majority density, the n-type simulation gives a mean mobility of $788.33\ \mathrm{cm^2/(V\,s)}$ over $50\ \mu$s. Equation (\ref{weighted}), evaluated on the computed profiles, gives $788.21$. The difference is discretization error of the 480-cell mesh; under mesh refinement both values converge to $788.20$. The pulse is about $21\%$ slower than a weak one, although its minority carriers have the same mobility.

The same formula accounts for the small deficit in the weak p-type pulse. Its initial peak is $0.001$ of the majority density, and the density-weighted mean of a Gaussian is its peak divided by $\sqrt2$. By (\ref{ptype}), the initial reduction is $4\times0.001/\sqrt2=0.28\%$, and it falls as the pulse spreads and decays. The peak falls by the factor $(1+2D_at/w_0^2)^{-1/2}e^{-t/\tau}$, with $w_0=0.020$ cm and $D_a=77.540\ \mathrm{cm^2/s}$. The average of this factor over the $15\ \mu$s run is $0.49$, which predicts a mean reduction of $0.14\%$. The simulated $-2994.65$ is smaller in magnitude than the background value $\mu_a=-2998.80\ \mathrm{cm^2/(V\,s)}$ by $0.14\%$ of that value.

Strong injection also changes the shape. Since $dS/d\delta=\mu_n+\mu_p$, the drift flux in (\ref{strong}) has the local speed
\begin{align}
c(\delta)&=\frac{d}{d\delta}(\mu_aE_0\delta)
=\mu_n\mu_p(n_0-p_0)E_0\,\frac{S-(\mu_n+\mu_p)\delta}{S^2}\nonumber\\
&=\mu_n\mu_p(n_0-p_0)E_0\,\frac{S_0}{S^2}.
\label{local}
\end{align}
In n-type material this speed is lowest where the pulse is densest. For $\delta=n_0$ it is about $1800$ cm/s, against $10^4$ cm/s in the dilute edges. Drift alone would therefore carry the leading edge away from the centre and bring the trailing edge closer to it. Diffusion broadens both sides, but the trailing side becomes the steeper one. After $10\ \mu$s the largest trailing slope is $3.1$ times the largest leading slope. Diffusion alone cannot cause this asymmetry: with $E_0=0$, equation (\ref{strong}) is unchanged by reflection, and a symmetric pulse stays symmetric.

At that time the lowest field inside the pulse is $6.0$ V/cm. The simulated field agrees with the neutral expression (\ref{field}) to within $0.1\%$ of the applied field, so the slowing is not a failure of neutrality. In extrinsic material without trapping, a collector measurement on a thin injected sheet gives the minority mobility if the injection is weak enough for (\ref{linear}), the lifetime is constant, and the peak time is corrected through (\ref{quadratic}). In a sample whose shallow traps capture and release minority carriers many times during the transit, the same procedure returns an effective mobility, equal to about the minority mobility times the fraction of time a carrier spends free. The correction requires the lifetime and the diffusivity; for nondegenerate minority carriers the Einstein relation ties the diffusivity to the mobility being sought.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K; thermal voltage: 0.025852 V
Electron, hole mobility: 3000, 1000 cm^2/(V s)
Electron, hole diffusivity: 77.556, 25.852 cm^2/s
Majority density: 1.0e+14 cm^-3
Relative permittivity: 12 (no unit)
Applied field: 10 V/cm; lifetime: 50 us
Initial rms pulse width: 0.020 cm
Low-injection initial peak / majority density: 0.001
n-type: n0, p0 = 1.0e+14, 1.0e+10 cm^-3; time 50 us
  mobility formula, simulation: 999.87, 999.52 cm^2/(V s)
  diffusivity formula, simulation: 25.854, 25.857 cm^2/s
  dielectric relaxation time: 22.10 ps
  centroid displacement: 0.4998 cm
  final rms width: 0.0546 cm
  surviving fraction: 0.3679
  charge imbalance / peak excess: 9.89e-06
  estimated order of imbalance: 1.66e-05
p-type: n0, p0 = 1.0e+10, 1.0e+14 cm^-3; time 15 us
  mobility formula, simulation: -2998.80, -2994.65 cm^2/(V s)
  diffusivity formula, simulation: 77.540, 77.525 cm^2/s
mixed: n0, p0 = 1.0e+14, 5.0e+13 cm^-3; time 50 us
  mobility formula, simulation: 428.57, 428.45 cm^2/(V s)
  diffusivity formula, simulation: 33.238, 33.243 cm^2/s
intrinsic: n0, p0 = 1.0e+14, 1.0e+14 cm^-3; time 50 us
  mobility formula, simulation: 0.00, 0.00 cm^2/(V s)
  diffusivity formula, simulation: 38.778, 38.783 cm^2/s
Mixed-sample mode wavenumber: 50 cm^-1
Slow-mode relative error at n0=1e14 cm^-3: 4.05e-05
Slow-mode relative error at n0=1e13 cm^-3: 4.05e-04
Separate mode mobilities at n0=1e7 cm^-3: -3000.0, 1000.0 cm^2/(V s)
n-type pulse mobility, electron mobility 3000 then 6000:
  999.87, 999.88 cm^2/(V s)
Strong injection: initial peak equals the majority density
  mean mobility, simulation: 788.33 cm^2/(V s)
  mean mobility, weighted formula: 788.21 cm^2/(V s)
  minimum field at 10 us: 5.996 V/cm
  trailing/leading maximum slope at that time: 3.098
Collector distance: 0.50 cm
Ambipolar drift velocity: 9998.7 cm/s
Drift transit time: 50.007 us
Collector peak time, formula: 49.245 us
Collector peak time, numerical maximum: 49.245 us
Uncorrected mobility from peak: 1015.34 cm^2/(V s)
Uncorrected mobility excess: 1.55 %
\end{verbatim}
